# Capture of Physisorbed Atoms by an Isolated Circular Active Site

## A site that collects from far outside itself

An active site of radius 0.30 nm on a wall at 300 K presents an area of 0.28 nm² to the gas. In the example below it removes atoms as fast as they land on 20 nm² of wall, about 71 times its own area. Most of these atoms land elsewhere, are weakly held (physisorbed), and wander to the site before they desorb. The task is to calculate this capture area from the diffusivity, the desorption lifetime and the size of the site.

## The model and its balance equation

Atoms settle on a flat surface at a uniform rate $F$ per unit area, which is the impingement rate times the probability of physisorption. They diffuse isotropically with diffusivity $D$ and desorb after a mean time $\tau$. One disc of radius $a$ captures every atom that reaches its edge and is ready again before the next one comes. Adatoms do not interact with each other, and no long-range force pulls them to the site.

Let $n(r)$ be the mean number of adatoms per unit area at distance $r$ from the centre. It is an ensemble mean, so it may correspond to far less than one atom near the site. Because the atoms are independent, the equation for the mean is linear and closed.

The outward current through a circle of radius $r$ is $-2\pi rD\,n'(r)$. In the steady state, the net outflow from an annulus of width $dr$ equals supply minus desorption:

$$-\frac{d}{dr}\left(2\pi rD\,n'\right)dr=2\pi r\,dr\left(F-\frac n\tau\right).$$

Division by $2\pi r\,dr$ gives

$$D\left(n''+\frac{n'}{r}\right)-\frac n\tau+F=0. \tag{1}$$

Far away the derivatives vanish and $n\to n_0=F\tau$. Perfect capture means $n(a)=0$. The algebra contains no $\hbar$, electron mass or charge, so it reads the same in atomic units as in any other consistent set.

## Solving for the density

Define the diffusion length $L=\sqrt{D\tau}$, the scaled distance $\rho=r/L$, and the relative depletion $w$ by $n=n_0(1-w)$. In (1) the constant parts cancel, because $F=n_0/\tau$. Dividing the rest by $-n_0/\tau$ leaves

$$w''+\frac{w'}{\rho}-w=0,\qquad w(a/L)=1,\qquad w(\infty)=0, \tag{2}$$

where primes now denote $d/d\rho$. A decaying solution is the modified Bessel function

$$K_0(\rho)=\int_0^\infty e^{-\rho\cosh t}\,dt. \tag{3}$$

To verify this, differentiate under the integral and use $\cosh^2t-1=\sinh^2t$:

$$K_0''+\frac{K_0'}{\rho}-K_0=\int_0^\infty\left(\sinh^2t-\frac{\cosh t}{\rho}\right)e^{-\rho\cosh t}dt.$$

Since $\sinh t\,e^{-\rho\cosh t}$ is the derivative of $-e^{-\rho\cosh t}/\rho$, integration by parts gives

$$\int_0^\infty\sinh t\left(\sinh t\,e^{-\rho\cosh t}\right)dt=\frac1\rho\int_0^\infty\cosh t\,e^{-\rho\cosh t}dt.$$

The boundary terms vanish and the two parts cancel. The decay follows from $\cosh t\ge1+t^2/2$, which gives $K_0(\rho)\le e^{-\rho}\sqrt{\pi/2\rho}$.

The solution is unique. The difference $v$ of two solutions of (2) vanishes at the edge and at infinity. If $v$ were positive somewhere, it would have a positive maximum, where $v'=0$ and $v''\le0$. But (2) gives $v''=v>0$ there, a contradiction. The same argument applied to $-v$ excludes negative values. Hence

$$n(r)=n_0\left[1-\frac{K_0(r/L)}{K_0(a/L)}\right]. \tag{4}$$

## The capture rate

The inward current at the edge is $J=2\pi aD\,n'(a)$, positive because $n$ rises outward. From (3),

$$K_0'(\rho)=-\int_0^\infty\cosh t\,e^{-\rho\cosh t}dt\equiv-K_1(\rho).$$

The minus sign cancels the one in (4), and the chain rule supplies $1/L$:

$$J=2\pi a\,\frac{Dn_0}{L}\,\frac{K_1(a/L)}{K_0(a/L)}.$$

With $n_0=F\tau$ and $D\tau=L^2$, the prefactor is $Dn_0/L=FL$. Therefore

$$\boxed{J=2\pi aLF\,\frac{K_1(a/L)}{K_0(a/L)}} \tag{5}$$

This counts atoms that arrive by diffusion. If atoms landing directly on the disc are also kept, they add $\pi a^2F$. The total capture area is then $A=J/F+\pi a^2$.

The rate refers to atoms removed. Suppose one capture fills the site and the next removes the stored atom as part of a molecule. The molecule rate is then half the atom rate.

## The same result from single atoms

Let $p(r)$ be the probability that an atom now at $r$ reaches the site before it desorbs. In a short time $dt$ it survives with probability $1-dt/\tau$ and moves by a random step with mean square $2D\,dt$ along each axis. Averaging $p$ over the step gives

$$p=\left(1-\frac{dt}{\tau}\right)\left(p+D\,dt\,\nabla^2p\right).$$

To first order in $dt$, $\nabla^2p=p/L^2$. With $p(a)=1$ and $p(\infty)=0$ this is problem (2), so $p(r)=K_0(r/L)/K_0(a/L)$.

Each landing point contributes in proportion to $p$. Using $rp=L^2(rp')'$, with primes again meaning $d/dr$,

$$F\int_a^\infty2\pi r\,p\,dr=2\pi FL^2\big[rp'\big]_a^\infty=-2\pi FL^2a\,p'(a).$$

Since $p'(a)=-K_1(a/L)/[L\,K_0(a/L)]$, this is (5) again. The capture area is thus the surface area weighted by the chance of reaching the site.

## Small and large sites

Write $x=a/L$. For small $x$, substitute $s=(x/2)e^t$ in (3), so that $x\cosh t=s+x^2/4s$:

$$K_0(x)=\int_{x/2}^\infty e^{-s-x^2/4s}\,\frac{ds}{s}.$$

Dropping $x^2/4s$ from the exponent changes the integral by at most $\int_{x/2}^\infty x^2/(4s^2)\,ds=x/2$, which vanishes with $x$. Integrating the remainder by parts gives

$$\int_{x/2}^\infty\frac{e^{-s}}s\,ds=-e^{-x/2}\ln\frac x2+\int_{x/2}^\infty e^{-s}\ln s\,ds\to\ln\frac2x-\gamma,$$

where $\gamma=-\int_0^\infty e^{-s}\ln s\,ds\approx0.577$ is Euler's constant. The same substitution turns $xK_1(x)$ into the integral of $(s+x^2/4s)\,e^{-s-x^2/4s}/s$, which tends to $\int_0^\infty e^{-s}ds=1$. Hence

$$J\simeq\frac{2\pi L^2F}{\ln(2L/a)-\gamma}\qquad(a\ll L). \tag{6}$$

The site size enters through a logarithm, while the scale of the capture area is $L^2$.

For large $x$, study the ratio $g=K_1/K_0=-K_0'/K_0$. Differentiating it and eliminating $K_0''$ with (2) gives

$$g'=-\frac{K_0''}{K_0}+g^2=g^2-\frac gx-1. \tag{7}$$

Insert $g=1+c/x+\dots$. The terms of order $1/x$ give $0=2c-1$, so $c=1/2$ and

$$J\simeq2\pi aLF\left(1+\frac L{2a}\right)=F\,\pi\left[(a+L)^2-a^2\right]\qquad(a\gg L). \tag{8}$$

To this order, a large site collects what lands in a rim of width $L$.

## An imperfect edge

If atoms at the edge react with velocity $k$, the condition $n(a)=0$ becomes $Dn'(a)=kn(a)$. Put $n=n_0[1-BK_0(r/L)]$. The condition reads

$$\frac{DB}{L}K_1(x)=k\left[1-BK_0(x)\right],\qquad B=\frac1{K_0(x)+(D/kL)K_1(x)}.$$

The edge current $2\pi aDn_0BK_1(x)/L$ is then

$$J=2\pi aLF\,\frac{K_1(x)}{K_0(x)+(D/kL)K_1(x)}. \tag{9}$$

For $k\to\infty$ this returns (5). For $k\to0$ it becomes $2\pi ak\,n_0$: the density is undisturbed and the edge reaction sets the rate.

## Sites at finite density

With $N$ sites per unit area, give each site a circular cell of radius $R=1/\sqrt{\pi N}$. If the sites are evenly spaced, no net current crosses the cell boundary, because neighbours compete equally there. The circle replaces the true cell shape, which is an approximation.

The growing solution of (2) is now also needed. It is $I_0(\rho)=\pi^{-1}\int_0^\pi e^{\rho\cos\theta}d\theta$, with $I_0'=I_1$. The integration by parts used for $K_0$ verifies it, with $\sin\theta$ in place of $\sinh t$.

Let $X=R/L$. The combination $I_1(X)K_0(\rho)+K_1(X)I_0(\rho)$ has zero slope at $\rho=X$. Dividing it by its edge value gives $w$, and the edge slope gives

$$J_R=2\pi aLF\,\frac{K_1(x)I_1(X)-I_1(x)K_1(X)}{K_0(x)I_1(X)+I_0(x)K_1(X)}. \tag{10}$$

For $X\to\infty$, $K_1(X)$ vanishes, $I_1(X)$ grows, and (5) returns. Isolation therefore requires the gap $R-a$ to be well above $L$. For a small site this means $R\gg L$, not merely $R\gg a$.

Equations (5), (9) and (10) were tested against numerical solutions of the radial equation at $a/L=0.05$, 0.3, 1 and 3. The edge value was $D/kL=1/0.7$ and the cell radius $a+1.2L$. The largest relative difference was $2.5\times10^{-11}$.

## What radius belongs to an atomic site?

When $a$ is close to a hop length, the disc is an idealisation. A square lattice of spacing $b$ gives it a definite meaning. Let $\Gamma$ be the total hop rate, so $D=b^2\Gamma/4$. The next event is a hop, rather than desorption, with probability $z=\Gamma/(\Gamma+1/\tau)$. The mean number of site visits, counting the first, is

$$S=\sum_{j=0}^\infty z^j=\frac1{1-z}=1+\Gamma\tau=1+\frac{4L^2}{b^2}.$$

Let $G(\mathbf r)$ be the mean number of visits to the origin by a walker starting at $\mathbf r$, with no trap present. It equals the probability of ever reaching the origin times $G(0)$. By symmetry the sum of $G$ over all starting points is $S$. A trap of one lattice site thus has total capture area $b^2S/G(0)$.

Summing over walks in Fourier space gives $G(0)$ as the average of $[1-\tfrac z2(\cos k_x+\cos k_y)]^{-1}$ over both angles. With $k_x=u+v$ and $k_y=u-v$, the bracket becomes $1-z\cos u\cos v$. The average over $u$ follows from $\langle(1-q\cos u)^{-1}\rangle=(1-q^2)^{-1/2}$:

$$G(0)=\frac2\pi\int_0^{\pi/2}\frac{dv}{\sqrt{\sin^2v+\epsilon^2\cos^2v}},\qquad\epsilon^2=1-z^2.$$

For $L\gg b$, $\epsilon^2\simeq2(1-z)\simeq b^2/2L^2$ is small. Split the integral at $\delta$ with $\epsilon\ll\delta\ll1$. The lower part is $\ln(2\delta/\epsilon)$ and the upper part is $\ln(2/\delta)$. Their sum is $\ln(4/\epsilon)=\ln(\sqrt{32}\,L/b)$, so

$$A_1\simeq\frac{4L^2}{(2/\pi)\ln(\sqrt{32}L/b)}=\frac{2\pi L^2}{\ln(\sqrt{32}L/b)}.$$

Matching the logarithm to that in (6) gives $a_1=2e^{-\gamma}b/\sqrt{32}=0.1985\,b$.

Now let the trap also capture at the four nearest neighbours. Let $G_1$ be $G$ at a neighbour. An outside walker must pass a neighbour before it reaches the centre, so its capture probability is $G(\mathbf r)/G_1$. The centre itself counts as one, hence

$$A_5=b^2\left[1+\frac{S-G(0)}{G_1}\right],\qquad G(0)=1+zG_1.$$

The second relation counts the initial visit and then the first hop. For $L\gg b$, $G_1\simeq G(0)-1$, which lowers the logarithm by $\pi/2$. The effective radius is $a_5=e^{\pi/2}a_1=0.955\,b$. Taking $a=b$ therefore represents, closely, a site that captures an atom on arrival at any adjacent position.

## Oxygen atoms on a chamber wall

Take atomic oxygen at a partial pressure of 1.0 mTorr and 300 K. The wall has desorption energy $E_d=0.30$ eV, diffusion barrier $E_m=0.15$ eV, attempt frequency $\nu=10^{13}$ s⁻¹ and $b=a=0.30$ nm. Every arriving atom is assumed to physisorb. Kinetic theory gives the supply as $F=P/\sqrt{2\pi mk_BT}=5.07\times10^3$ nm⁻² s⁻¹, with $P$ the partial pressure and $m$ the atomic mass.

With $k_BT=0.02585$ eV, the hop rate is $\Gamma=\nu e^{-E_m/k_BT}=3.02\times10^{10}$ s⁻¹ and the lifetime is $\tau=\nu^{-1}e^{E_d/k_BT}=1.10\times10^{-8}$ s. Then

$$D=\frac{(0.30)^2(3.02\times10^{10})}{4}=6.80\times10^8\ \text{nm}^2\,\text{s}^{-1},\qquad L=\sqrt{D\tau}=2.73\ \text{nm}.$$

An atom makes about 331 hops before it desorbs. At $x=0.110$, $K_1/K_0=8.94/2.334=3.83$, and (5) gives

$$J/F=2\pi(0.30)(2.73)(3.83)=19.7\ \text{nm}^2.$$

Direct landing adds 0.28 nm². The total is 20.0 nm², or about 7100 bohr², and the capture rate is $1.01\times10^5$ s⁻¹. The logarithmic form (6) gives 20.1 nm² for the diffusive part, 2% above (5). The density is 29% of $n_0$ at 0.60 nm from the centre, 82% at $L$ and 98.5% at $3L$.

For $10^{12}$ sites per cm², or 0.01 per nm², isolated sites would remove a fraction $0.01\times20.0=0.20$ of the arriving atoms. The cell radius is 5.64 nm, about $2.1L$. Equation (10) plus direct landing lowers the fraction to 0.194, so competition costs 3% if the sites are evenly spaced. Sites placed at random often lie closer together and compete more: the fraction is then about 0.17, a cost of roughly 14%.

## Temperature dependence

Since $L^2=b^2\Gamma\tau/4$, the common attempt frequency cancels:

$$L=\frac b2\exp\left(\frac{E_d-E_m}{2k_BT}\right).$$

Differentiate $J/F=2\pi aLg(a/L)$, noting that $x$ falls as $L$ rises, and use (7):

$$p_L=\frac{d\ln(J/F)}{d\ln L}=1-\frac{xg'}g=2-x\left(g-\frac1g\right).$$

By (6) and (8), this power tends to 2 for small sites and 1 for large ones. Here it is 1.61. The slope of $\ln(J/F)$ against $1/k_BT$ is $p_L(E_d-E_m)/2=0.12$ eV, which is not the full energy difference of 0.15 eV.

With energies and site size held fixed, the total capture area falls from 20.0 nm² at 300 K to 6.6 nm² at 400 K and 3.6 nm² at 500 K. Heating speeds up hopping, but it shortens the lifetime more because $E_d>E_m$. At 500 K, $L$ is 0.86 nm, under three hop lengths, yet the five-site lattice trap, at 3.5 nm², still lies only about 2% below the continuum value.

## What the example leaves out

**Small corrections.** The five-site lattice trap has a total area of 19.6 nm², 2% below the continuum value. The coverage $n_0b^2$ is $5\times10^{-6}$, so crowding is negligible.

Two adatoms may also meet and react. Their relative diffusivity is $2D$ and their joint lifetime $\tau/2$, so $L$ is unchanged. With encounter radius $a$, the fraction lost this way is about $4\pi Dxg\,n_0\tau=0.002$, against 0.2 lost at sites.

For tunnelling, the leading Wigner factor $1+(h\nu/k_BT)^2/24$, with the barrier frequency set equal to $\nu$, raises $D$ by 11% and $J$ by about 9%. This is probably too high: a cosine-shaped barrier of height $E_m$ and period $b$ has the frequency $\sqrt{E_m/2m}/b=2.2\times10^{12}$ s⁻¹ for oxygen, which raises $D$ by only about 0.5%. For a rough ion flux of 10 nm⁻² s⁻¹ and an impact area of 1 nm², the chance of a hit during one adatom lifetime is $10^{-7}$. This does not cover slow damage to the sites themselves.

**An entrance barrier.** Suppose the last hop faces an extra barrier $\Delta=0.05$ eV. Hops across the edge carry a current $n(D/b)e^{-\Delta/k_BT}$ per unit length. The resistance $b/D$ present at $\Delta=0$ is already contained in the effective radius, so the extra part is

$$\frac1k=\frac bD\left(e^{\Delta/k_BT}-1\right),\qquad\frac D{kL}=0.65.$$

Equation (9) then multiplies $J$ by $2.334/(2.334+0.65\times8.94)=0.29$. This counts $2\pi a/b\approx6.3$ entry hops around the edge. The five-site lattice trap has 12, which roughly halves the extra resistance; solving the hopping problem on the lattice gives a factor of 0.44. The result thus depends on how many hops lead into the site, but in either case it is the largest reduction among the effects sized so far in this section.

**The real wall.** The energies and site density are rough, round values for an oxidised metal wall in a low-pressure oxygen plasma, not data for a particular surface. The loss probability of 0.2 is likewise a model result. Real walls are rough and chemically mixed, which breaks the assumption of one $E_d$ and one $E_m$. Hopping and desorption may also have different attempt frequencies, and $L^2$ is then multiplied by the ratio of the hopping value to the desorption value. A ratio of 0.1 lowers the total capture area from 20.0 nm² to 3.7 nm². Raising $E_d-E_m$ by 0.02 eV multiplies $J$ by 1.9, and an entrance barrier can reduce it several-fold. The example therefore fixes the order of magnitude at best. A physisorption probability below one lowers the loss probability in proportion.

**Readiness of the site.** Captures are 9.9 µs apart on average, about 900 adatom lifetimes. Because adatoms are independent, one capture does not deplete the supply for the next. The site, however, must finish its reaction and release any product well within that interval; otherwise (5) overestimates the rate. At higher pressure the interval shrinks as $1/F$, and this condition becomes stricter. The numerical output lists the input values and most of the results.

## Table of computed values

```
Largest relative error, formulas vs solver: 2.5e-11
Effective radius, one-site trap: 0.1985 hop lengths
Effective radius, five-site trap: 0.9549 hop lengths
Temperature: 300 K;  kT: 0.02585 eV
Desorption energy: 0.30 eV;  diffusion barrier: 0.15 eV
Attempt frequency: 1.0e+13 1/s
Hop length: 0.30 nm;  capture radius a: 0.30 nm
Atomic O pressure: 1.0 mTorr;  mass: 15.999 u
Site density: 1.0e+12 1/cm^2
Supply F: 5.0704e+03 1/(nm^2 s)
Total hop rate: 3.0207e+10 1/s
Diffusivity D: 6.7966e+08 nm^2/s
Desorption lifetime tau: 1.0959e-08 s
Mean hops before desorption: 331.0
Diffusion length L: 2.7292 nm;  a/L: 0.10992
Far density n0: 5.5567e-05 1/nm^2
Mean adatom number in area pi L^2: 1.300e-03
K0(a/L): 2.33396;  K1(a/L): 8.94184;  ratio: 3.83118
n/n0 at r = 0.600 nm: 0.2876
n/n0 at r = 2.729 nm: 0.8196
n/n0 at r = 8.188 nm: 0.9851
Diffusive capture area J/F: 19.709 nm^2
Direct landing area: 0.2827 nm^2
Total capture area: 19.992 nm^2 = 7139.3 bohr^2
Total over landing area: 70.7
Small-site logarithmic estimate of J/F: 20.139 nm^2
Diffusive capture rate J: 9.9933e+04 1/s
Total capture rate: 1.0137e+05 1/s
Mean time between captures: 9.865e-06 s
Wall loss probability, isolated sites: 0.1999
Power p of L in J/F: 1.6076;  slope: 0.1206 eV
At 300 K: L = 2.729 nm, total area = 19.992 nm^2
At 400 K: L = 1.321 nm, total area = 6.638 nm^2
At 500 K: L = 0.855 nm, total area = 3.626 nm^2
Cell radius R: 5.642 nm;  R/L: 2.067
Wall loss probability, finite cell: 0.1936
Finite cell / isolated: 0.9685
Five-site lattice trap area: 19.632 nm^2
Lattice / continuum total area: 0.9820
Extra entrance barrier: 0.05 eV;  D/(kL): 0.6505
J with / without entrance barrier: 0.2864
Supply fraction lost in adatom pairs, estimate: 2.19e-03
Coverage n0 * hop^2: 5.00e-06
Wigner tunnelling factor on D: 1.1066
J with / without tunnelling: 1.0850
Ion flux: 10.0 1/(nm^2 s);  impact area: 1.0 nm^2
Chance of ion impact per adatom lifetime: 1.10e-07
Energy-difference error: 0.02 eV
J with / without that error: 1.8782
```
